# Ballistic injection velocity of a parabolic two-dimensional band at zero temperature: a program that tests the result

```python
"""Zero-temperature ballistic injection velocity of a 2D parabolic band.

Result under test: v_inj = J/(e n) = 4 v_F/(3 pi) at the barrier top, when
only forward-moving states (k_x > 0) are filled, up to k_F = sqrt(8 pi n/g).
J: current per width, n: density at the barrier top, g: spin times valley
degeneracy, v_F = hbar k_F/m, E_F: source Fermi level above the barrier top.
Grid sums use q = k/k_F, so speed is in units of v_F and energy of E_F.
"""
import numpy as np
from scipy.constants import hbar, h, e, m_e, k as k_B
from scipy.integrate import quad
from scipy.special import expit, gamma

# Rough values in the regime of trilayer InSe, and a chosen operating point
mass_ratio, g = 0.14, 2
density = 5e16            # m^-2
length_nm = 10.0
drain_bias = 0.5          # V
temperature = 300.0       # K
mobility = 500e-4         # m^2/(V s)
gap_eV = 2.0
mass_z_ratio, layer_pitch_nm = 0.10, 0.83
source_depth_eV = 0.2     # barrier top above the source band bottom
m = mass_ratio * m_e

k_F = np.sqrt(8 * np.pi * density / g)
v_F = hbar * k_F / m
E_F = (hbar * k_F)**2 / (2 * m)
E_F_eV = E_F / e
factor = 4 / (3 * np.pi)
v_inj = factor * v_F
current = e * density * v_inj


def grid_moments(occupation, extent=1.05, cells=1600):
    """Sum over k states: area, x velocity, speed, direction cosine."""
    step = 2 * extent / cells
    axis = -extent + step * (np.arange(cells) + 0.5)
    qx, qy = axis[:, None], axis[None, :]
    q2 = qx**2 + qy**2
    filled = occupation(qx, q2)
    speed = np.sqrt(q2)
    area = filled.sum() * step**2
    return (area, (filled * qx).sum() * step**2 / area,
            (filled * speed).sum() * step**2 / area,
            (filled * qx / speed).sum() * step**2 / area)


# Half-disk average and its two factors
area, grid_factor, mean_speed, mean_cosine = grid_moments(
    lambda qx, q2: (qx > 0) & (q2 < 1))
assert abs(g * k_F**2 * area / (4 * np.pi**2) / density - 1) < 5e-4
assert abs(grid_factor / factor - 1) < 5e-4
assert abs(mean_speed - 2 / 3) < 5e-4
assert abs(mean_cosine - 2 / np.pi) < 5e-4

# Equilibrium disk of the same density has a radius smaller by sqrt(2)
equilibrium_area = grid_moments(lambda qx, q2: (q2 < 0.5) & (qx < 9))[0]
assert abs(equilibrium_area / area - 1) < 1e-3
v_F_equilibrium = v_F / np.sqrt(2)

# Current from a discrete sum over transverse modes of a wide channel
width = 50e-6
mode_index = np.arange(-20000, 20000) + 0.5
k_y = 2 * np.pi * mode_index / width
mode_energy = (hbar * k_y)**2 / (2 * m)
mode_current = g * e / h * np.clip(E_F - mode_energy, 0, None).sum() / width
density_form = 8 * hbar / (3 * m) * np.sqrt(2 * density / (np.pi * g))
assert abs(mode_current / current - 1) < 1e-4
assert abs(mode_current / (e * density) / density_form - 1) < 1e-4


# Drain bias below saturation, density held fixed
def bias_ratio(u):
    return ((1 + u) / 2)**1.5 - ((1 - u) / 2)**1.5


low_bias = 0.05
for u in (low_bias / E_F_eV, 0.7, 1.0):
    bias_area, bias_velocity, _, _ = grid_moments(
        lambda qx, q2: q2 < np.where(qx > 0, (1 + u) / 2, (1 - u) / 2))
    assert abs(bias_area / area - 1) < 1e-3
    assert abs(bias_velocity / factor - bias_ratio(u)) < 1e-3


# Temperature, density held fixed; t = k_B T/E_F
def fermi_integral(order, eta):
    def integrand(x):
        return x**order * expit(eta - x)
    split = max(eta, 1.0)
    total = quad(integrand, 0, split)[0] + quad(integrand, split, split + 45)[0]
    return total / gamma(order + 1)


def thermal_ratio(t):
    eta = np.log(np.expm1(1 / t))
    speed = np.sqrt(t / np.pi)      # sqrt(2 k_B T/(pi m)) in units of v_F
    return speed * fermi_integral(0.5, eta) / fermi_integral(0, eta) / factor


t_room = k_B * temperature / E_F
for t in (t_room, 0.5):
    mu = t * np.log(np.expm1(1 / t))
    hot_area, hot_velocity, _, _ = grid_moments(
        lambda qx, q2: (qx > 0) * expit((mu - q2) / t),
        extent=np.sqrt(max(mu, 0) + 30 * t))
    assert abs(hot_area / (np.pi / 2) - 1) < 1e-3
    assert abs(hot_velocity / factor / thermal_ratio(t) - 1) < 1e-3
t_cold = 0.04
cold_coefficient = (thermal_ratio(t_cold) - 1) / t_cold**2
assert abs(cold_coefficient / (np.pi**2 / 8) - 1) < 0.03
thermal_eV = k_B * temperature / e
mu_eV = thermal_eV * np.log(np.expm1(1 / t_room))
drain_tail = (np.log1p(np.exp((mu_eV - drain_bias) / thermal_eV))
              / np.log1p(np.exp(mu_eV / thermal_eV)))


# Backscattering, density held fixed
def scattering_ratio(R):
    return (1 - R) / (1 + R)**1.5


tau = mobility * m / e
mean_free_path = np.pi / 2 * v_F_equilibrium * tau
open_modes = np.count_nonzero(np.abs(k_y) < k_F / np.sqrt(2))
ballistic_conductance = g * e**2 / h * open_modes / width
path_from_conductance = density * e * mobility / ballistic_conductance
assert abs(path_from_conductance / mean_free_path - 1) < 2e-3
path_nm = mean_free_path * 1e9
R_full = length_nm / (length_nm + path_nm)
R_quarter = length_nm / 4 / (length_nm / 4 + path_nm)
for R in (R_full, R_quarter):
    back_area, back_velocity, _, _ = grid_moments(
        lambda qx, q2: (q2 < 1 / (1 + R)) * np.where(qx > 0, 1.0, R))
    assert abs(back_area / area - 1) < 1e-3
    assert abs(back_velocity / factor - scattering_ratio(R)) < 1e-3


# Two-band dispersion E(1 + alpha E) = hbar^2 k^2/(2m), same density
def nonparabolic_ratio(alpha):
    q = np.linspace(0, 1, 20001)
    energy = 2 * E_F_eV * q**2 / (1 + np.sqrt(1 + 4 * alpha * E_F_eV * q**2))
    velocity = np.gradient(energy, q, edge_order=2) / (2 * E_F_eV)
    return 3 * np.trapezoid(q * velocity, q) if hasattr(np, "trapezoid") \
        else 3 * np.trapz(q * velocity, q)


alpha = (1 - mass_ratio)**2 / gap_eV
assert abs(nonparabolic_ratio(0.0) - 1) < 1e-6

# Wave transmission through a barrier cut into thin slices (eV and nm)
kinetic = hbar**2 / (2 * m) / e * 1e18


def transmission(energies, potential, step, lead):
    k_lead = np.sqrt((energies - lead) / kinetic)
    psi = np.ones(len(energies), complex)
    slope = 1j * k_lead
    for level in potential[::-1]:
        k_in = np.sqrt((energies - level + 0j) / kinetic)
        c, s = np.cos(k_in * step), np.sin(k_in * step)
        psi, slope = psi * c - slope * s / k_in, psi * k_in * s + slope * c
    incoming = (psi + slope / (1j * k_lead)) / 2
    return 1 / np.abs(incoming)**2


a, top, slices = 2.0, 0.2, 2000
dx = 20 * a / slices
x = -10 * a + dx * (np.arange(slices) + 0.5)
test_energy = np.array([0.103, 0.187, 0.291])
numeric = transmission(test_energy, top / np.cosh(x / a)**2, dx, 0.0)
sinh2 = np.sinh(np.pi * a * np.sqrt(test_energy / kinetic))**2
cosh2 = np.cosh(np.pi / 2 * np.sqrt(4 * top * a**2 / kinetic - 1))**2
assert np.max(np.abs(numeric - sinh2 / (sinh2 + cosh2))) < 1e-3

slices, points = 400, 2000
dx = length_nm / slices
x = -length_nm / 2 + dx * (np.arange(slices) + 0.5)
barrier = -source_depth_eV * np.sin(np.pi * x / length_nm)**2
dE = (E_F_eV + source_depth_eV) / points
energies = -source_depth_eV + dE * (np.arange(points) + 0.5)
through = transmission(energies, barrier, dx, -source_depth_eV)
weight = np.sqrt(E_F_eV - energies) * dE
classical = 2 / 3 * E_F_eV**1.5
assert abs(weight[energies > 0].sum() / classical - 1) < 2e-3
wave_ratio = (through * weight).sum() / classical
below_share = (through * weight)[energies < 0].sum() / classical

# Next subband from a chain of three layers
hopping = hbar**2 / (2 * mass_z_ratio * m_e) / e * 1e18 / layer_pitch_nm**2
levels = np.linalg.eigvalsh(-hopping * (np.eye(3, k=1) + np.eye(3, k=-1)))
subband_gap = levels[1] - levels[0]
assert subband_gap > E_F_eV

print(f"factor 4/(3 pi)                      {factor:.4f}")
print(f"factor from k-state sum              {grid_factor:.4f}")
print(f"mean speed / v_F, k-state sum        {mean_speed:.4f}")
print(f"mean direction cosine, k-state sum   {mean_cosine:.4f}")
print(f"v_inj / equilibrium v_F              {v_inj/v_F_equilibrium:.4f}")
print(f"input mass                           {mass_ratio:.2f} m_e")
print(f"input degeneracy g                   {g}")
print(f"input density                        {density/1e4:.2e} cm^-2")
print(f"input channel length                 {length_nm:.1f} nm")
print(f"input drain bias                     {drain_bias:.2f} V")
print(f"input temperature of use             {temperature:.0f} K")
print(f"k_F                                  {k_F/1e9:.4f} nm^-1")
print(f"E_F above barrier top                {E_F_eV:.4f} eV")
print(f"v_F, forward carriers                {v_F*100:.3e} cm/s")
print(f"v_F, equilibrium at same density     {v_F_equilibrium*100:.3e} cm/s")
print(f"v_inj                                {v_inj*100:.3e} cm/s")
print(f"v_inj, converted                     {v_inj/1e3:.1f} km/s")
print(f"current per width                    {current/1e3:.3f} mA/um")
print(f"current per width, mode sum          {mode_current/1e3:.3f} mA/um")
print(f"least source density                 {2*density/1e4:.2e} cm^-2")
print(f"low drain bias                       {low_bias:.2f} V")
print(f"v/v_inj at low drain bias            {bias_ratio(low_bias/E_F_eV):.4f}")
print(f"k_B T                                {thermal_eV:.4f} eV")
print(f"k_B T / E_F                          {t_room:.4f}")
print(f"v/v_inj at temperature of use        {thermal_ratio(t_room):.4f}")
print(f"same, low-temperature formula        {1+np.pi**2/8*t_room**2:.4f}")
print(f"drain tail / source-filled density   {drain_tail:.1e}")
print(f"input mobility                       {mobility*1e4:.0f} cm2/Vs")
print(f"scattering time                      {tau*1e15:.1f} fs")
print(f"mean free path for backscattering    {path_nm:.1f} nm")
print(f"R, whole channel                     {R_full:.3f}")
print(f"v/v_inj, whole channel               {scattering_ratio(R_full):.3f}")
print(f"R, quarter channel                   {R_quarter:.3f}")
print(f"v/v_inj, quarter channel             {scattering_ratio(R_quarter):.3f}")
print(f"input gap                            {gap_eV:.1f} eV")
print(f"nonparabolicity alpha                {alpha:.3f} 1/eV")
print(f"v/v_inj, nonparabolic band           {nonparabolic_ratio(alpha):.3f}")
print(f"input barrier above source bottom    {source_depth_eV:.2f} eV")
print(f"wave / classical current, same E_F   {wave_ratio:.3f}")
print(f"tunnelling part / classical current  {below_share:.3f}")
print(f"input out-of-plane mass              {mass_z_ratio:.2f} m_e")
print(f"input layer pitch                    {layer_pitch_nm:.2f} nm")
print(f"interlayer hopping                   {hopping:.2f} eV")
print(f"next subband above the first         {subband_gap:.2f} eV")
print("all good")
```

Printed output:

```
factor 4/(3 pi)                      0.4244
factor from k-state sum              0.4244
mean speed / v_F, k-state sum        0.6667
mean direction cosine, k-state sum   0.6366
v_inj / equilibrium v_F              0.6002
input mass                           0.14 m_e
input degeneracy g                   2
input density                        5.00e+12 cm^-2
input channel length                 10.0 nm
input drain bias                     0.50 V
input temperature of use             300 K
k_F                                  0.7927 nm^-1
E_F above barrier top                0.1710 eV
v_F, forward carriers                6.555e+07 cm/s
v_F, equilibrium at same density     4.635e+07 cm/s
v_inj                                2.782e+07 cm/s
v_inj, converted                     278.2 km/s
current per width                    2.229 mA/um
current per width, mode sum          2.229 mA/um
least source density                 1.00e+13 cm^-2
low drain bias                       0.05 V
v/v_inj at low drain bias            0.3090
k_B T                                0.0259 eV
k_B T / E_F                          0.1512
v/v_inj at temperature of use        1.0286
same, low-temperature formula        1.0282
drain tail / source-filled density   4.5e-07
input mobility                       500 cm2/Vs
scattering time                      39.8 fs
mean free path for backscattering    29.0 nm
R, whole channel                     0.257
v/v_inj, whole channel               0.528
R, quarter channel                   0.079
v/v_inj, quarter channel             0.821
input gap                            2.0 eV
nonparabolicity alpha                0.370 1/eV
v/v_inj, nonparabolic band           0.933
input barrier above source bottom    0.20 eV
wave / classical current, same E_F   1.039
tunnelling part / classical current  0.157
input out-of-plane mass              0.10 m_e
input layer pitch                    0.83 nm
interlayer hopping                   0.55 eV
next subband above the first         0.78 eV
all good
```
